Interface-state growth as t^(1/4) when atomic hydrogen diffuses

## First half: a closed layer, and the response of the oxide

### A case with no diffusion in it

Consider a silicon surface covered by oxide, with N₀ passivated bonds Si–H per unit area. Under electrical stress these bonds break at rate constant k_F. Each broken bond leaves one interface state and one free hydrogen atom, and a free atom that meets a broken bond can repair it, with rate constant k_R. Suppose first that the hydrogen is confined to a closed layer of thickness ℓ and spreads evenly through it. Let N be the number of interface states per area and H the hydrogen concentration per volume. Every free atom came from one broken bond, so

N = Hℓ.

When breaking and repair have come into equilibrium, their rates are equal:

k_F(N₀ − N) = k_R N H.

If few bonds are broken, N₀ − N may be replaced by N₀. Then

N H = K, with K = k_F N₀/k_R.

Substituting H = N/ℓ gives N²/ℓ = K, that is

N = √(Kℓ).

The square root has a plain origin. Repair needs two partners, a broken bond and a hydrogen atom, and both are produced in equal numbers. A layer four times as thick dilutes the hydrogen and lets the number of broken bonds double.

In a thick oxide there is no fixed ℓ. Hydrogen spreads by diffusion to a depth of order √(Dt), where D is its diffusivity. Putting ℓ = √(Dt) into the result suggests

N ≈ √K (Dt)^(1/4).

This is an estimate. The real profile is not uniform, the choice of depth is arbitrary by a factor, and it has not been shown that an equilibrium formula may be used while the depth changes. The two derivations below remove these gaps and give the factor.

### The model

Let x > 0 be the oxide and x = 0 the interface. The hydrogen is neutral and atomic, and it moves by ordinary diffusion with constant D. The stress is constant, so k_F is constant; the density of holes that help to break the bonds is contained in it. The model is

dN/dt = k_F(N₀ − N) − k_R N H(0,t), (1)

∂H/∂t = D ∂²H/∂x², (2)

−D ∂H/∂x at x = 0 equals dN/dt. (3)

The left side of (3) is the flux in the positive x direction, so a net breaking of bonds sends hydrogen into the oxide. The stress starts at t = 0 with N = 0 and H = 0, and the oxide is taken as infinitely thick.

Integrate (2) over the oxide. The gradient vanishes far away, so

d/dt ∫₀^∞ H dx = D[∂H/∂x]₀^∞ = −D ∂H/∂x at x = 0 = dN/dt.

Both N and the integral start from zero. Therefore

N(t) = ∫₀^∞ H(x,t) dx. (4)

Lengths are in nm and times in s, the natural units of this problem. Then N is in nm⁻², H in nm⁻³ and K in nm⁻⁵.

### What diffusion-limited means

Divide (1) by k_R and solve for the product N H(0,t). Since k_F/k_R = K/N₀, this gives, without approximation,

N H(0,t) = K[1 − N/N₀ − (dN/dt)/(k_F N₀)]. (5)

The second term in the bracket measures the loss of unbroken bonds. The third compares the net rate with the rate of breaking. In the diffusion-limited regime both are small, and

N H(0,t) = K. (6)

Breaking and repair then nearly cancel. Their small difference is the rate at which diffusion carries hydrogen away. This difference must not be set to zero in (3), because it is the whole source of the growth. It may be neglected in (5), where it is compared with a much larger rate.

### First derivation: surface concentration as a response

The diffusion problem is linear, so the surface concentration can be found for any flux. Use the Laplace transform, Ĥ(x,p) = ∫₀^∞ e^(−pt) H(x,t) dt, and the same for N. With H = 0 at the start, (2) becomes

pĤ = D ∂²Ĥ/∂x².

The solution that decays into the oxide is Ĥ = C exp(−x√(p/D)). Its flux at x = 0 is DC√(p/D) = C√(Dp). The transform of dN/dt is pN̂, because N(0) = 0. Condition (3) gives C√(Dp) = pN̂, and so

Ĥ(0,p) = C = pN̂(p)/√(Dp). (7)

From ∫₀^∞ t^(−1/2) e^(−pt) dt = √(π/p) it follows that 1/√p is the transform of 1/√(πt). A product of transforms belongs to a convolution. Hence

H(0,t) = ∫₀ᵗ N′(s)/√(πD(t − s)) ds, (8)

where N′ = dN/dt. Hydrogen released at time s still contributes to the surface concentration at time t, but with a weight that falls as it spreads.

Equations (6) and (8) form a closed problem for N(t). The two equations keep their form when time is stretched and N is rescaled to match, which can be used as follows. Let N(t) be a solution, let λ be any positive number, and define

Ñ(t) = λ^(−1/4) N(λt).

Then Ñ′(s) = λ^(3/4) N′(λs). In (8) substitute σ = λs, so that ds = dσ/λ and t − s = (λt − σ)/λ. The powers of λ are 3/4 from the derivative, −1 from ds and +1/2 from the root, which add to 1/4:

H̃(0,t) = λ^(1/4) ∫₀^(λt) N′(σ)/√(πD(λt − σ)) dσ = λ^(1/4) H(0,λt).

The product Ñ(t)H̃(0,t) equals N(λt)H(0,λt), which is K. So Ñ is a solution too, and it also starts from zero. If the solution is unique, Ñ and N are the same function:

N(λt) = λ^(1/4) N(t).

Setting t to one unit of time and then calling λ the time gives N = A t^(1/4), with A constant. No power law has been assumed. The conclusion rests on uniqueness, which is shown next.

### Uniqueness

Take two solutions of (2), (3), (4) and (6), both nonnegative, with N tending to zero as t → 0. Write w = H₁ − H₂ and M = N₁ − N₂. By (4), M = ∫w dx, and by (3), dM/dt = −D ∂w/∂x at x = 0.

To follow the size of w, use the smooth function j(w) = √(w² + ε²) − ε, which becomes |w| as ε → 0. Its slope j′ lies between −1 and 1 and its second derivative is positive. From the diffusion equation and one integration by parts,

d/dt ∫ j(w) dx = D ∫ j′(w) ∂²w/∂x² dx

= −D j′(w) ∂w/∂x at x = 0, minus D ∫ j″(w)(∂w/∂x)² dx.

The last integral is not negative, and the first term is j′(w(0,t)) dM/dt. Dropping the integral and letting ε → 0 gives

d/dt ∫|w| dx ≤ sgn(w(0,t)) dM/dt, (9)

where sgn is 1, 0 or −1. As with every inequality for |w| here, this is meant in the sense that it may be integrated over any time interval.

Now use balance:

w(0,t) = K/N₁ − K/N₂ = −KM/(N₁N₂).

The solution with more broken bonds has less hydrogen at the surface. Thus sgn(w(0,t)) = −sgn(M), and the right side of (9) is −sgn(M) dM/dt = −d|M|/dt. Therefore

d/dt [∫|w| dx + |M|] ≤ 0. (10)

The bracket cannot grow. At an early time t₀ it is at most ∫H₁ dx + ∫H₂ dx + N₁ + N₂ = 2(N₁ + N₂), which tends to zero as t₀ → 0. So the bracket is zero at all later times, and the two solutions coincide.

### The prefactor

It remains to find A, which will also show that a solution exists. For any a > −1,

∫₀^∞ t^a e^(−pt) dt = Γ(1 + a)/p^(1+a).

Let N = A t^a with a > 0. Then pN̂ = AΓ(1 + a)p^(−a), and (7) gives

Ĥ(0,p) = AΓ(1 + a) p^(−a−1/2)/√D.

The inverse transform of p^(−a−1/2) is t^(a−1/2)/Γ(a + 1/2). Hence

H(0,t) = A g(a) t^(a−1/2)/√D, with g(a) = Γ(1 + a)/Γ(a + 1/2). (11)

For a = 1/4 the surface concentration falls as t^(−1/4), and N H(0,t) = A² g(1/4)/√D is constant, as (6) requires. Setting it equal to K gives A² = K√D/g(1/4), so

N(t) = [Γ(3/4)/Γ(5/4)]^(1/2) K^(1/2) (Dt)^(1/4). (12)

Here g(1/4) = 0.7397 and the numerical prefactor is 1/√0.7397 = 1.163. The value of g(1/4) can be checked without Gamma functions. In (8), put s = t sin⁴θ. The factor (1/4)s^(−3/4) ds becomes t^(1/4) cosθ dθ, and √(t − s) becomes √t cosθ √(1 + sin²θ). Thus

g(1/4) = ∫₀^(π/2) dθ/√(π(1 + sin²θ)),

and quadrature of this smooth integral gives 0.739669, equal to the Gamma formula to the digits printed.

The closed layer can now be compared with the real profile. Define an effective depth as ℓ_eff = N/H(0,t). From (11), ℓ_eff = √(Dt)/g(1/4) = 1.35√(Dt). With this depth N² = Kℓ_eff, the formula of the closed layer. The opening estimate had the right exponent and a depth too small by the factor 1.35.

Equation (11) also shows why the exponent is not 1/2, the exponent of the diffusion length √(Dt). For a = 1/2 it gives a constant surface concentration. A reservoir that held H(0,t) fixed would therefore produce t^(1/2). Here each new broken bond improves the chance of repair, the surface concentration must fall as 1/N, and the exponent is halved.

### The approach to the law

At the very start there are neither broken bonds nor free hydrogen to allow repair. Equation (1) then reduces to dN/dt = k_F N₀, and N = k_F N₀t. This line meets (12) when k_F N₀t = A t^(1/4), at

t₁ = [A/(k_F N₀)]^(4/3).

Take as a model case N₀ = 0.05 nm⁻², k_F = 0.002 s⁻¹, k_R = 10⁴ nm³/s and D = 0.25 nm²/s. Then k_F N₀ = 10⁻⁴ nm⁻² s⁻¹ and K = 10⁻⁴/10⁴ = 10⁻⁸ nm⁻⁵. With √K = 10⁻⁴ and D^(1/4) = 0.7071 in these units,

A = 1.163 × 10⁻⁴ × 0.7071 = 8.22 × 10⁻⁵ nm⁻² s^(−1/4),

t₁ = (0.822)^(4/3) = 0.77 s.

Equations (1) to (3) were integrated numerically from an undamaged start, with neither balance nor a power law imposed. To separate the effects, the breaking rate was first held at k_F N₀. The local exponent d ln N/d ln t is 0.999 at 0.01 s, 0.53 at 1 s, 0.284 at 10 s, 0.255 at 100 s and 0.2502 at 10⁴ s. The change of regime is gradual: at ten seconds, about thirteen times t₁, N is still 4% below (12). At 10⁴ s it is 0.02% below.

The remaining imbalance can be checked from (5). At 10⁴ s, dN/dt = A t^(−3/4)/4 = 2.06 × 10⁻⁸ nm⁻² s⁻¹. Divided by k_F N₀ this is 2.1 × 10⁻⁴, so N H(0,t)/K should be 0.9998, as found. At t₁ the diffusion length √(Dt) is 0.44 nm, comparable to atomic spacings, where continuum diffusion is doubtful. At 10⁴ s it is 50 nm. A stricter condition comes from treating H(0,t) as uniform along the interface, which requires √(Dt) well above the spacing of broken bonds, N^(−1/2). That spacing is 62 nm at 100 s, when √(Dt) is 5 nm, and 35 nm at 10⁴ s. The constants are chosen to display the law, not to describe a real oxide: k_R is far above the diffusion-limited capture rate at a wall, 2πDr, which is 1.6 nm³/s for a capture radius r = 1 nm. With that k_R and the other constants unchanged, about half the bonds are broken by the time the exponent has fallen to 1/4, and no t^(1/4) stage appears.

## Second half: the hydrogen profile, and what the law requires

### Symbols and results carried over

N(t) is the number of interface states per area, N₀ the number of bonds per area, and H(x,t) the concentration of atomic hydrogen in the oxide x > 0. The diffusivity is D; k_F and k_R are the constants of breaking and repair; K = k_F N₀/k_R. Hydrogen obeys ∂H/∂t = D ∂²H/∂x², and its flux into the oxide at x = 0 is dN/dt. From an undamaged start N = ∫H dx. Near balance with few broken bonds, N H(0,t) = K.

The first half found that N = A t^a produces the surface concentration A g(a) t^(a−1/2)/√D, with g(a) = Γ(1 + a)/Γ(a + 1/2). It obtained N = A t^(1/4) with A² = K√D/g(1/4). It also showed that for two solutions with differences w = H₁ − H₂ and M = N₁ − N₂, the rate of change of ∫|w| dx is at most sgn(w(0,t)) dM/dt. The model case has N₀ = 0.05 nm⁻², k_F = 0.002 s⁻¹, k_R = 10⁴ nm³/s, D = 0.25 nm²/s, K = 10⁻⁸ nm⁻⁵ and A = 8.22 × 10⁻⁵ nm⁻² s^(−1/4).

### Second derivation: a profile that keeps its shape

This time begin with the profile in space. Diffusion from a plane has the length √(Dt), and an infinitely thick oxide supplies no other length that the profile must respect. Seek a solution that keeps its shape while it widens and becomes lower:

H(x,t) = C t^(−α) f(ξ), with ξ = x/√(Dt). (13)

The exponent α and the function f are unknown. Since dx = √(Dt) dξ,

N = ∫₀^∞ H dx = C√D t^(1/2−α) I, with I = ∫₀^∞ f dξ.

The surface concentration is C t^(−α) f(0). Balance requires

C²√D I f(0) t^(1/2−2α) = K.

The left side is constant in time if α = 1/4. Then N grows as t^(1/2−1/4) = t^(1/4). The exponent follows from a widening by t^(1/2) and a lowering by t^(−1/4).

It must still be shown that such a profile exists with a finite amount of hydrogen. Because ∂ξ/∂t = −ξ/(2t),

∂H/∂t = C t^(−5/4)[−f/4 − ξf′/2],

D ∂²H/∂x² = C t^(−5/4) f″.

The time factors cancel and the diffusion equation becomes

f″ + ξf′/2 + f/4 = 0. (14)

Hydrogen released at an earlier time s has a Gaussian profile exp[−x²/(4D(t − s))]. With q = t/(t − s), which is at least 1, this is exp(−qξ²/4). It is therefore natural to try a sum of such Gaussians with a weight W(q) still to be found:

f(ξ) = ∫₁^∞ W(q) e^(−qξ²/4) dq.

The derivatives bring down the factors

f′: −qξ/2; f″: −q/2 + q²ξ²/4.

Inserting them in (14) gives the condition

∫₁^∞ W[1/4 − q/2 + (q² − q)ξ²/4] e^(−qξ²/4) dq = 0.

To remove ξ² from the bracket, note that (ξ²/4)e^(−qξ²/4) = −d/dq e^(−qξ²/4). Let G = (q² − q)W. Integration by parts turns the last part of the integral into

−[G e^(−qξ²/4)]₁^∞ + ∫₁^∞ G′ e^(−qξ²/4) dq.

If the boundary term vanishes, the condition is met by G′ = (q/2 − 1/4)W, or

G′/G = (1/4)(2q − 1)/(q² − q).

The numerator 2q − 1 is the derivative of q² − q. Thus G = [q(q − 1)]^(1/4), apart from a constant that can be absorbed in C. It vanishes at q = 1, and for ξ > 0 the exponential removes the term at infinity. Dividing by q² − q gives W, and

f(ξ) = ∫₁^∞ [q(q − 1)]^(−3/4) e^(−qξ²/4) dq. (15)

This function is positive. For large ξ the region near q = 1 dominates. There q(q − 1) ≈ q − 1, so f ≈ Γ(1/4)(ξ²/4)^(−1/4) e^(−ξ²/4). The profile has a Gaussian tail, and at fixed x > 0 the hydrogen concentration tends to zero as t → 0, as the initial condition demands.

Equation (14) has a second independent solution f₂. Its Wronskian Ω = f f₂′ − f′f₂ obeys Ω′ = −ξΩ/2, so Ω is proportional to e^(−ξ²/4). Since (f₂/f)′ = Ω/f², which grows as ξe^(ξ²/4), the ratio f₂/f grows as e^(ξ²/4), and f₂ falls as ξ^(−1/2). Its integral diverges. A finite amount of hydrogen therefore selects (15).

The flux condition is also satisfied. Integrate (14) from 0 to ∞. The first term gives −f′(0), the second gives −I/2 after integration by parts, and the third gives I/4. Hence −f′(0) = I/4. The flux into the oxide is

−D ∂H/∂x at x = 0 = C√D t^(−3/4) I/4,

which is the time derivative of N = C√D I t^(1/4).

### The same prefactor from two integrals

The prefactor needs f(0) and I. Put q = 1/u, so that u runs from 1 to 0 and |dq| = du/u². At ξ = 0,

q(q − 1) = (1 − u)/u²,

f(0) = ∫₀¹ u^(−1/2)(1 − u)^(−3/4) du = Γ(1/2)Γ(1/4)/Γ(3/4).

The power of u is 3/2 − 2 = −1/2, and the last step is the Beta integral. For I, integrate first over ξ, using ∫₀^∞ e^(−qξ²/4) dξ = √(π/q). All factors are positive, so the order may be exchanged:

I = √π ∫₁^∞ q^(−5/4)(q − 1)^(−3/4) dq = √π ∫₀¹ (1 − u)^(−3/4) du = 4√π.

Here the powers of u are 5/4, 3/4 and −2, and they cancel. With Γ(1/2) = √π and Γ(5/4) = Γ(1/4)/4,

f(0)/I = Γ(1/4)/[4Γ(3/4)] = Γ(5/4)/Γ(3/4) = g(1/4).

Finally A = C√D I, while balance gives C² = K/[√D I f(0)]. Therefore

A² = C²D I² = K√D I/f(0) = K√D/g(1/4),

the result of the first derivation. In the model case the surface concentration at 10⁴ s should be K/N = 10⁻⁸/(8.222 × 10⁻⁴) = 1.216 × 10⁻⁵ nm⁻³. The numerical solution with constant breaking rate gives the same value to these digits.

### What each derivation assumes

Both use balance between breaking and repair, a small broken fraction, constant D, and an oxide thick enough to act as infinite. They differ in what they do with these assumptions.

The second derivation assumes the form (13). It constructs a solution and its full profile, but does not by itself exclude solutions of another form. The first assumes no form for N(t). Its scaling argument needs uniqueness, and the inequality for w and M supplies it. That inequality completes the second derivation too: the profile just constructed starts from zero and satisfies every condition, so it is the solution.

The first derivation also separates two kinds of assumption. The relation between flux and surface concentration uses linear diffusion in a thick oxide and holds for any N(t) that starts from zero. Balance enters afterwards. The response relation can therefore be kept when balance is corrected. It can also be kept when another reaction takes place at the surface, provided that dN/dt in it is replaced by the actual flux of the diffusing species. The similarity form is less tolerant: a limited number of bonds introduces a scale, and the profile no longer keeps one shape. A finite thickness changes both the profile and the response relation.

### A limited number of bonds

As bonds are used up, the breaking rate falls. Keep this effect to first order, with the net rate still small:

N H(0,t) = K(1 − N/N₀).

Try N = A t^(1/4) + B t^(1/2). The response relation gives

H(0,t) = [A g(1/4) t^(−1/4) + B g(1/2)]/√D.

In the product, the constant terms give A²g(1/4) = K√D as before. The terms in t^(1/4) give

AB[g(1/4) + g(1/2)]/√D = −KA/N₀.

Replacing K√D by A²g(1/4) yields B = −cA²/N₀, and hence

N ≈ A t^(1/4)[1 − cA t^(1/4)/N₀], c = g(1/4)/[g(1/4) + g(1/2)].

Since g(1/2) = √π/2, c = 0.455. At 10⁴ s, A t^(1/4)/N₀ = 8.22 × 10⁻⁴/0.05 = 0.0164, and the predicted loss is 0.455 × 0.0164 = 0.75%. The two simulations, with and without depletion, differ by 0.75%. With depletion N is 8.16 × 10⁻⁴ nm⁻², or 8.16 × 10¹⁰ cm⁻², which is 1.6% of the bonds.

The local exponent changes as well. Differentiating ln N to first order lowers it by (1/4) × 0.0075 = 0.0019. The run without depletion has 0.2502 at this time, so 0.2483 is expected, and 0.2483 is found. The expansion requires t ≪ (N₀/A)⁴, which is 1.4 × 10¹¹ s here.

### A finite oxide

The thickness ends the law much sooner. For L = 1000 nm, hydrogen feels the outer face at times of order L²/(4D) = 10⁶ s. What follows depends on that face.

If it is blocked, the hydrogen eventually fills the oxide evenly. The closed layer of the opening case returns with ℓ = L, and N levels off at √(KL) = √(10⁻⁵) = 3.2 × 10⁻³ nm⁻², if depletion is neglected. The growth law would reach this value at t = g(1/4)²L²/D = 0.547 × 4 × 10⁶ s = 2.2 × 10⁶ s, a time of the same order.

If the outer face absorbs hydrogen, the late profile is nearly a straight line from H(0,t) to zero, and the flux is D H(0,t)/L. With H(0,t) = K/N,

N dN/dt = DK/L, so N² ≈ 2DKt/L.

At late times the exponent therefore tends to 1/2, as long as few bonds are broken. The approach is slow: without depletion N² is still 10% below this form at ten times L²/(4D). In the model case with L = 1000 nm and depletion kept, the exponent is 0.49 at 10⁷ s, when 13% of the bonds are already broken, and it has fallen to 0.43 by 10⁸ s. The straight-line profile holds about H(0,t)L/2 = KL/(2N) atoms per area. Their rate of change is small compared with dN/dt if KL ≪ 2N², which by the result means t ≫ L²/(4D). Thus t^(1/4) can be followed either by saturation or by faster growth, for the same reactions.

The oxide must be thick enough for the law to appear first. With the constants of the model case and L = 2 nm, a thickness found in transistors, L²/(4D) is 4 s, only about five times t₁. The outer face is then felt before the approach to the law is complete, and there is no lasting t^(1/4) stage.

### A different initial history

Suppose two otherwise equal samples start with different amounts of damage, each with as much free hydrogen as broken bonds, so that N = ∫H dx holds in both. The inequality for ∫|w| dx can be used with the full kinetics, without balance. It gives

d/dt [∫|w| dx + |M|] ≤ [sgn(w(0,t)) + sgn(M)] dM/dt,

dM/dt = −k_F M − k_R[N₁H₁(0,t) − N₂H₂(0,t)].

If w(0,t) and M have opposite signs, the first bracket is zero. If both are positive, sample 1 has more broken bonds and more surface hydrogen, so dM/dt is negative; if both are negative, dM/dt is positive. The right side is then negative in both cases. If one of them is zero, dM/dt is zero or has the sign opposite to the other. The sum on the left therefore never increases.

Because |M| = |∫w dx| ≤ ∫|w| dx, the sum is at least 2|M|. Let one sample start undamaged and the other with an amount b of broken bonds and the same amount of hydrogen. The initial sum is 2b, so the difference in N never exceeds b. As N grows, the history matters less in relative terms.

In the model case b = 2 × 10⁻⁴ nm⁻², with the extra hydrogen spread evenly over about the first 20 nm of oxide. The difference in N is 1.6 × 10⁻⁴ nm⁻² at 1 s, 6.9 × 10⁻⁵ at 100 s and 3.9 × 10⁻⁶ at 10⁴ s. The last value is 0.5% of N. These numbers depend strongly on where the hydrogen starts: for a layer of 1 nm they fall to 8.6 × 10⁻⁵, 2.6 × 10⁻⁶ and 8 × 10⁻⁸ nm⁻². A fit of the exponent at short times could still be affected by such a history.

### Why the species matters

Let hydrogen atoms now combine at the interface, and let molecules alone enter and diffuse through the oxide. Suppose the conversion is fast, with molecular surface concentration P(0,t) = κH(0,t)². Two atoms make one molecule, so N = 2∫P dx and the molecular flux is half of dN/dt. For N = A₂t^a the response relation, with D now the molecular diffusivity, gives

P(0,t) = A₂ g(a) t^(a−1/2)/(2√D).

Balance still fixes the atomic concentration as H(0,t) = K/N. Thus N²P(0,t) = κK², or

A₂³ g(a) t^(3a−1/2)/(2√D) = κK².

The left side is constant for a = 1/6, and

N³ = 2κK²√(Dt)/g(1/6).

With κ = 10⁵ nm³ and the same D, this gives 1.134 × 10⁻³ nm⁻² at 10⁴ s. The simulation with constant breaking rate agrees within 0.03% and has the local exponent 0.1669. At this time the surface concentrations of atoms and molecules are about equal, 8.8 × 10⁻⁶ and 7.8 × 10⁻⁶ nm⁻³, and their ratio H/P grows in proportion to N. The result therefore rests on the assumption that atoms cannot enter the oxide. The reactions at the bond are unchanged; the exponent moves from 1/4 to 1/6 because the surface concentration of the diffusing species now varies as N⁻² instead of N⁻¹.

The converse inference is weaker. A measured exponent near 1/4 does not establish atomic diffusion, since the gradual passage from reaction-limited growth and the influence of the outer face also produce changing local exponents. Charged hydrogen drifting in the field, trapping in the oxide, a distribution of bond energies and trapped holes lie outside this model. The numerical output below gives the values for the model case.

Computed values

```
Bond density N0 = 0.050 nm^-2
Breaking constant k_F = 0.0020 s^-1
Repassivation constant k_R = 1.0e+04 nm^3/s
Diffusivity D = 0.250 nm^2/s
Oxide thickness L = 1000 nm
Balance constant K = 1.000e-08 nm^-5
g(1/4), Gamma formula = 0.739669
g(1/4), quadrature = 0.739669
Dimensionless prefactor = 1.16274
Growth coefficient A = 8.22179e-05 nm^-2 s^(-1/4)
Early/late crossover t1 = 0.770 s
Diffusion length at t1 = 0.439 nm
Thickness time L^2/(4D) = 1.000e+06 s
Bond exhaustion time (N0/A)^4 = 1.368e+11 s
Constant bond supply: t [s], N [nm^-2], law [nm^-2],
  local exponent, balance ratio N*H(0,t)/K
      0.01 9.99094e-07 2.59996e-05 0.99864 0.00226
      1.00 6.02787e-05 8.22179e-05 0.53341 0.67862
     10.00 1.40245e-04 1.46206e-04 0.28382 0.96020
    100.00 2.58219e-04 2.59996e-04 0.25526 0.99341
   1000.00 4.61791e-04 4.62345e-04 0.25090 0.99884
  10000.00 8.21997e-04 8.22179e-04 0.25016 0.99979
Values at 10000 s:
  diffusion length sqrt(Dt) = 50.00 nm
  surface H, simulation = 1.21630e-05 nm^-3
  surface H, law = 1.21628e-05 nm^-3
  N with finite bond supply = 8.15868e-04 nm^-2
  same N converted = 8.1587e+10 cm^-2
  broken fraction N/N0 = 1.632 %
  exponent with finite supply = 0.24828
  depletion coefficient c = 0.45493
  depletion loss, simulation = 0.746 %
  depletion loss, formula = 0.748 %
Initial extra N and H dose, each = 2.00e-04 nm^-2
Difference in N between the two histories:
  at 1 s = 1.57e-04 nm^-2
  at 100 s = 6.89e-05 nm^-2
  at 10000 s = 3.92e-06 nm^-2
H2 conversion constant kappa = 1.0e+05 nm^3
H2 case at 10000 s, N simulation = 1.13403e-03 nm^-2
H2 case at 10000 s, N law = 1.13435e-03 nm^-2
H2 case at 10000 s, exponent = 0.16689
```
